# Poisson Counts of Rare Contact Failures from a Chen–Stein Bound

## 1. Definitions and the claim

A lithographic exposure prints a finite set of contact holes, labelled $a$. Let $I_a=1$ if contact $a$ fails and $I_a=0$ otherwise. Define

$$p_a=P(I_a=1),\qquad W=\sum_a I_a,\qquad \lambda=E\,W=\sum_a p_a>0 .$$

$W$ is the defect count. Let $Z$ be a Poisson variable of mean $\lambda$, with $\pi_j=P(Z=j)=e^{-\lambda}\lambda^j/j!$ and $\pi(A)=P(Z\in A)$. The distance between the two laws is

$$d_{TV}=\sup_A|P(W\in A)-\pi(A)|,$$

the largest error made in the probability of any event $A$ concerning the count.

Each contact has a neighbourhood $B_a$, which contains $a$ itself. **Local dependence** means that $I_a$ is independent of the whole family $\{I_b:b\notin B_a\}$, not merely of each member separately. Define

$$b_1=\sum_a\sum_{b\in B_a}p_ap_b,\qquad b_2=\sum_a\sum_{b\in B_a,\,b\ne a}P(I_a=I_b=1).$$

The Chen–Stein bound is

$$d_{TV}\le\Delta\,(b_1+b_2),\qquad \Delta=\frac{1-e^{-\lambda}}{\lambda}. \tag{1}$$

Small $p_a$ and local dependence do not by themselves make the right side small. It is also necessary that $\Delta b_2=(1-e^{-\lambda})\,b_2/\lambda$ be small. Here $b_2/\lambda$ is the mean number of failed neighbours of a failed contact. Unless $\lambda$ is itself small, a failed contact must therefore seldom have a failed neighbour. Section 5 gives a case where this condition is violated.

## 2. The Stein equation

For a set $A$, seek a function $f$ on the integers $j\ge1$ such that, for all $j\ge0$,

$$\lambda f(j+1)-jf(j)=1_A(j)-\pi(A). \tag{2}$$

Here $1_A(j)$ is 1 if $j\in A$ and 0 otherwise. The value $f(0)$ never matters, since it is multiplied by zero. Putting $j=W$ and averaging gives

$$P(W\in A)-\pi(A)=E[\lambda f(W+1)-Wf(W)]. \tag{3}$$

The error is now an expectation that can be split contact by contact.

To solve (2), multiply by $\pi_j$ and use $j\pi_j=\lambda\pi_{j-1}$:

$$\lambda\pi_jf(j+1)-\lambda\pi_{j-1}f(j)=\pi_j[1_A(j)-\pi(A)].$$

Sum from 0 to $j$. The left side telescopes, so

$$f(j+1)=\frac{P(Z\in A,Z\le j)-\pi(A)P(Z\le j)}{\lambda\pi_j}. \tag{4}$$

For a one-point set $A=\{m\}$, call the solution $f_m$. If $j<m$, the first probability in the numerator vanishes. If $j\ge m$, it equals $\pi_m$. Hence

$$f_m(j+1)=\begin{cases}-\pi_mP(Z\le j)/(\lambda\pi_j),&j<m,\\[2pt] \ \ \pi_mP(Z>j)/(\lambda\pi_j),&j\ge m.\end{cases} \tag{5}$$

## 3. How fast the solution can change

The two ratios in (5) are

$$\frac{P(Z\le j)}{\pi_j}=\sum_{r=0}^{j}\frac{j(j-1)\cdots(j-r+1)}{\lambda^r},\qquad
\frac{P(Z>j)}{\pi_j}=\sum_{r\ge1}\frac{\lambda^r}{(j+1)\cdots(j+r)} .$$

The first increases with $j$ and the second decreases. Thus $f_m$ is negative and falling for $1\le j\le m$, jumps to a positive value at $m+1$, and falls again afterwards. Among the increments $f_m(j+1)-f_m(j)$ with $j\ge1$, only the one at $j=m$ is positive; for $m=0$ there is none.

For $m\ge1$, (5) gives $f_m(m+1)=P(Z>m)/\lambda$. Since $\pi_m/\pi_{m-1}=\lambda/m$, it also gives $f_m(m)=-P(Z\le m-1)/m$. The positive increment is therefore

$$f_m(m+1)-f_m(m)=\frac{P(Z>m)}{\lambda}+\frac{P(Z\le m-1)}{m}.$$

In the last term use $\pi_i=(i+1)\pi_{i+1}/\lambda$ and set $r=i+1$:

$$\frac1m\sum_{i=0}^{m-1}\pi_i=\frac1\lambda\sum_{r=1}^{m}\frac rm\,\pi_r\le\frac{P(1\le Z\le m)}{\lambda}.$$

The positive increment is then at most $P(Z\ge1)/\lambda=\Delta$. At $m=1$ the factor $r/m$ is 1 and equality holds, so this constant cannot be lowered.

By (4), the solution for a general set is $f_A=\sum_{m\in A}f_m$. At a given $j$, at most one member of the sum, $m=j$, has a positive increment. Hence $f_A(j+1)-f_A(j)\le\Delta$. For the set of all integers the numerator of (4) is zero, so $f_{A^c}=-f_A$ for the complement $A^c$. Applying the upper bound to $A^c$ gives the lower bound for $A$:

$$|f(j+1)-f(j)|\le\Delta\le\min(1,1/\lambda),\qquad j\ge1. \tag{6}$$

## 4. Separating near from far

For each contact split the count as

$$W=I_a+U_a+V_a,\qquad U_a=\sum_{b\in B_a,\,b\ne a}I_b,\qquad V_a=\sum_{b\notin B_a}I_b.$$

Since $\lambda=\sum_ap_a$ and $W=\sum_aI_a$, (3) becomes

$$P(W\in A)-\pi(A)=\sum_a\{p_aE f(W+1)-E[I_af(W)]\}.$$

When $I_a=1$, $W=1+U_a+V_a$; when $I_a=0$, the second term vanishes. We may therefore write $I_af(W)=I_af(U_a+V_a+1)$. Local dependence gives

$$E[I_af(V_a+1)]=p_aEf(V_a+1).$$

Subtract the right side from the first term in braces and add the equal left side to the second:

$$p_aE[f(W+1)-f(V_a+1)]-E\{I_a[f(U_a+V_a+1)-f(V_a+1)]\}.$$

All arguments are at least 1, so (6) applies to every unit step. The first difference spans $I_a+U_a$ steps and the second spans $U_a$ steps. The absolute value is at most

$$\Delta\,p_aE(I_a+U_a)+\Delta\,E(I_aU_a)
=\Delta\sum_{b\in B_a}p_ap_b+\Delta\sum_{b\in B_a,\,b\ne a}P(I_a=I_b=1).$$

Summing over $a$ proves (1), since the result does not depend on $A$.

## 5. What the two sums mean

**Independent contacts.** Take $B_a=\{a\}$. Then $b_2=0$ and $b_1=\sum_ap_a^2\le\lambda\max_a p_a$, so $d_{TV}\le(1-e^{-\lambda})\max_a p_a$. Rarity is sufficient here, and the $p_a$ need not be equal. A known, fixed variation of dose across the array is therefore allowed.

**Dependent neighbours.** Suppose all $p_a=p$, each contact has at most $D$ neighbours besides itself, and a given neighbour of a failed contact fails with probability at most $c$. Then $b_1\le\lambda(D+1)p$, $b_2\le\lambda Dc$, and

$$d_{TV}\le(1-e^{-\lambda})\,[(D+1)p+Dc]. \tag{7}$$

The bound is small whenever both $(D+1)p$ and $Dc$ are small.

**Variance.** In $\mathrm{Var}\,W=\sum_{a,b}[E(I_aI_b)-p_ap_b]$, pairs with $b\notin B_a$ contribute zero. The diagonal terms give $p_a-p_a^2$, and the remaining neighbour terms complete $b_2$ and $b_1$:

$$\mathrm{Var}\,W=\lambda+b_2-b_1. \tag{8}$$

A Poisson law has variance $\lambda$. Positive correlation between neighbours makes $b_2$ larger and broadens the count.

**Twins.** Let contacts fail in identical pairs, with different pairs independent. Dependence is as local as it can be without vanishing, and $p$ may be as small as desired. Yet $W$ is even, whereas

$$P(Z\text{ odd})=e^{-\lambda}\sinh\lambda=\tfrac12(1-e^{-2\lambda}).$$

Choosing the odd numbers as $A$ shows that $d_{TV}$ is at least this large. For $p=10^{-6}$ and $\lambda=1$, direct summation gives $d_{TV}=0.432$, equal to this floor. The bound is 0.632 because $b_2=\lambda$. With $\lambda$ fixed and $p\to0$, the number of failed pairs tends to a Poisson variable of mean $\lambda/2$. The count of pairs is Poisson in this limit, but the count of contacts is not.

**A case between these extremes.** Consider a chain in which each contact collects a Poisson count of mean 20, of which a mean of 3 is shared with each adjacent contact. With failure at 9 counts or fewer and 200 contacts, $p=5.0\times10^{-3}$. The exact distance is $3.1\times10^{-3}$ and the bound is $2.6\times10^{-2}$. With failure at 6 or fewer and 3920 contacts, $p=2.6\times10^{-4}$; the two figures fall to $4.1\times10^{-4}$ and $1.9\times10^{-3}$. In both cases $\lambda$ is close to 1. The bound holds but overestimates the distance by factors of about 8 and 5.

## 6. A photon model with shared neighbours

Put the contacts on a square lattice of pitch $P$. At fixed dose, let absorbed photons form a Poisson point process, so that counts in disjoint regions are independent Poisson variables. With $q=2\pi/P$, take the absorbed density per unit area to be

$$n(x,y)=\bar n\left[1+\frac C2(\cos qx+\cos qy)\right].$$

A contact fails if the disc of radius $R$ about its centre captures at most $k$ photons. The disc is larger than the hole, since electrons and acid carry the effect of a photon sideways.

If $P<2R<\sqrt2P$, discs of nearest neighbours overlap and diagonal ones do not. The disc of $a$ is then disjoint from the union of all discs outside $B_a=\{a\text{ and its nearest neighbours}\}$. This gives the independence that (1) requires.

**Mean count.** In polar coordinates the angular integral of $\cos(qr\cos\theta)$ is $2\pi J_0(qr)$, and $\int_0^RrJ_0(qr)\,dr=RJ_1(qR)/q$, where $J_0,J_1$ are Bessel functions. Both cosines contribute equally, so

$$\mu=\bar n\left[\pi R^2+\frac{2\pi CR}{q}J_1(qR)\right]. \tag{9}$$

**Shared mean.** Let $u$ be the distance from the midline between two neighbours. At $x=P/2+u$ the lens has half-height $h=\sqrt{R^2-(P/2+u)^2}$, and $\cos qx=-\cos qu$. Integrating over $-h<y<h$ and doubling for the two halves of the lens gives

$$\nu=2\bar n\int_0^{R-P/2}\left[2h\left(1-\frac C2\cos qu\right)+\frac Cq\sin qh\right]du. \tag{10}$$

**Joint failure.** Let $F(k;\mu)$ be the probability that a Poisson variable of mean $\mu$ is at most $k$, with $F=0$ for negative $k$. Then $p=F(k;\mu)$. Write the two neighbouring counts as $Y+X_a$ and $Y+X_b$, where $Y$ has mean $\nu$ and the independent private parts have mean $\mu-\nu$. Given $Y=y$, each private part must be at most $k-y$, so

$$p_2=P(I_a=I_b=1)=\sum_{y\ge0}\frac{e^{-\nu}\nu^y}{y!}\,F(k-y;\mu-\nu)^2. \tag{11}$$

The mean of a square is at least the square of the mean, so $p_2\ge p^2$.

These formulas were tested on 60,000 simulated sets of photon positions with $P=36$ nm, $R=25$ nm, $C=0.9$, $\bar n=0.011$ nm$^{-2}$ and $k=16$. The formulas give $\mu=19.89$, $\nu=2.82$ and $p_2=0.0650$. Sampling gives 19.85, 2.89 (from the covariance) and 0.0658. Diagonal contacts failed together with frequency 0.0522, against $p^2=0.0521$. All differences lie within five standard errors.

**Array sums.** An open $L\times L$ array has $L(L-1)$ horizontal and $L(L-1)$ vertical neighbour pairs. Each is counted in both orders, hence

$$b_1=[L^2+4L(L-1)]p^2,\qquad b_2=4L(L-1)p_2. \tag{12}$$

## 7. An EUV contact array

Take 13.5 nm light, of photon energy 91.84 eV, at 40 mJ/cm². This is 27.18 incident photons per nm². A 35 nm film with absorption coefficient 5 µm$^{-1}$ absorbs the fraction $1-e^{-0.175}=0.1605$. With a mean image intensity of 0.3 relative to the open field,

$$\bar n=27.18\times0.1605\times0.3=1.309\ \mathrm{nm^{-2}}.$$

For $P=36$ nm, $R=20$ nm and $C=0.9$, (9) and (10) give $\mu=1765$ and $\nu=55.9$. Let failure occur at 87% of the mean count, so $k=1535$. This is 5.48 standard deviations below the mean. With $\mu$ and $\nu$ unrounded (the tail is steep enough that rounding them shifts $p$ by a few percent),

$$p=1.15\times10^{-8},\qquad p_2=3.52\times10^{-16}=2.66\,p^2.$$

The factor 2.66 can be understood from the tail. Far below the mean, lowering the allowed private count by one multiplies $F$ by roughly $t=(k-\nu)/(\mu-\nu)=0.865$, the ratio of successive Poisson probabilities near the relevant count. Replacing $F(k-y;\mu-\nu)$ by a constant times $t^y$, and using $E\,t^Y=e^{\nu(t-1)}$, gives

$$\frac{p_2}{p^2}\approx\frac{E\,t^{2Y}}{(E\,t^Y)^2}=e^{\nu(t^2-1)-2\nu(t-1)}=e^{\nu(1-t)^2}\approx2.8 .$$

Sharing about 3% of the photons more than doubles the joint failure probability, but that probability remains of order $p^2$.

For $L=10^4$, a square 0.36 mm on a side, $\lambda=10^8p=1.15$. Equation (12) gives $b_1=6.6\times10^{-8}$ and $b_2=1.41\times10^{-7}$. With $\Delta=0.594$,

$$d_{TV}\le0.594\,(0.66+1.41)\times10^{-7}=1.2\times10^{-7}.$$

At fixed dose the model array is defect-free with probability $e^{-\lambda}=0.316$ and has four or more failures with probability 0.030. Before rounding, each of these Poisson probabilities differs from the exact model value by no more than the bound just found. This is an absolute error. For an event whose Poisson probability is itself below $10^{-7}$, the bound does not establish the relative accuracy.

## 8. A dose error shared by the whole array

Let the dose be multiplied by $1+\delta$, with $\delta$ random but common to all contacts. No small neighbourhood then contains the dependence. For each fixed $\delta$, however, (1) still applies with mean $\lambda(\delta)$. Averaging over $\delta$ shows that $W$ is close to a **mixed Poisson** variable $M$: first draw $\lambda(\delta)$, then draw a Poisson count of that mean. The error is at most the average of the fixed-dose bounds. Since the conditional mean and variance of $M$ are both $\lambda(\delta)$,

$$\frac{\mathrm{Var}\,M}{E\,M}=1+\frac{\mathrm{Var}\,\lambda}{E\,\lambda}. \tag{13}$$

The spread of $\lambda$ follows from the dose sensitivity. Differentiating a Poisson probability with respect to its mean gives the preceding probability minus itself. The sum up to $k$ telescopes to $\partial F(k;\mu)/\partial\mu=-e^{-\mu}\mu^k/k!$. At fixed $k$,

$$S=-\frac{d\ln p}{d\ln\mu}=\frac{\mu\,e^{-\mu}\mu^k/k!}{F(k;\mu)}=236 .$$

To first order in the exponent, a dose 1% too low multiplies the failure probability by $e^{2.36}\approx11$; the exact factor in the model is 9.9, because $\ln p$ curves downward.

For Gaussian $\delta$ of standard deviation $\sigma$, approximate $\lambda(\delta)\approx\lambda(0)e^{-S\delta}$. Since $E\,e^{-tS\delta}=e^{t^2S^2\sigma^2/2}$, the cases $t=1,2$ give $\mathrm{Var}\,\lambda/(E\lambda)^2\approx e^{S^2\sigma^2}-1$. With $\sigma=0.3\%$ this is 0.65. Integration without the exponential approximation gives a mean count of 1.47, and (13) gives a variance-to-mean ratio of 1.91. The approximation, with the same mean, gives $1+0.65\times1.47=1.96$.

The mixed law lies at distance 0.14 from the Poisson law of equal mean. It predicts a defect-free array with probability 0.333, where that Poisson law predicts 0.231. The averaged Chen–Stein bound, $1.8\times10^{-7}$, concerns the distance from $W$ to the mixed law. A tiny bound at fixed dose is thus compatible with strongly non-Poisson counts over many exposures.

## 9. Real resists and other omissions

The wavelength, dose, film thickness, absorption and pitch are rough typical values for chemically amplified EUV resists. The mean image intensity, the contrast, the capture radius and the 87% threshold are model choices, not measured properties. The radius matters greatly. With $R=20$ nm the disc covers almost a whole cell, $\pi R^2=1257$ nm² against $P^2=1296$ nm², and $\mu=1765$ exceeds the total $\bar nP^2=1697$ absorbed per cell. For $R\le P/2$ no photons are shared, $\nu=0$ and the contacts are independent; at $R=14$ nm the same 87% rule gives $p\approx5\times10^{-6}$. Real resists have no sharp capture edge, and they add chemical, development and etch variations. The values of $p$ and of its dose sensitivity $S$ are therefore no forecast for a real process.

Random acid yield shows how far $p$ can move. Let each photon make a Poisson number of acids with mean 3, let shared photons supply the same acids to both contacts, and put the threshold at $3k$ acids. The acid count has variance $9\mu+3\mu=12\mu$ and mean $3\mu$. The shortfall measured in standard deviations is multiplied by $\sqrt{9/12}$, which takes it from 5.48 to 4.74. The failure probability rises 50-fold to $5.7\times10^{-7}$, and $\lambda$ becomes 57. The bound is still $7.7\times10^{-6}$. At fixed dose, the Poisson shape in this model is far more secure than its mean.

A wider reach of electrons or acid enlarges $B_a$. Counting 24 neighbours, each with the joint probability $p_2$ found above, raises the original bound to $7.0\times10^{-7}$. This holds $p$ and $p_2$ fixed; a wider reach would in general change both.

Local defects that close adjacent holes together, such as a particle covering two of them, act through $c$ in (7). At $\lambda=1.15$ and $D=4$, their term reaches 0.01 when

$$c=\frac{0.01}{4(1-e^{-1.15})}=3.7\times10^{-3}.$$

The photon model alone has $c=p_2/p=3.1\times10^{-8}$. A mechanism that adds more than about $5\times10^{-8}$ to $c$ already dominates the bound. One that closes a given neighbour in a few of every thousand failures raises the bound to 0.01 while accounting for only about $4c\approx1.5\%$ of the failures. For inspection data, the useful quantities are therefore the mean number of adjacent failed pairs per exposure, twice which estimates $b_2$, and the excess of the variance of the count between exposures over its mean. By (8), adjacent failures also contribute to this excess; where they are too rare to explain it, and the excess is well above the sampling error of a finite number of exposures, it points to correlations between more distant contacts. An error of dose or focus shared by the whole array is one possible cause, but an error shared by only part of the array can also produce such an excess. The numerical output lists the main values.

## Computed results

```
chain: contacts 200, p 4.995e-03
  exact distance 3.071e-03, bound 2.588e-02
chain: contacts 3920, p 2.551e-04
  exact distance 4.110e-04, bound 1.909e-03
twins: p 1.0e-06, lambda 1.00
  parity floor 0.4323, distance 0.4323
  bound 0.6321
simulation: trials 60000, R 25 nm, k 16
  disc mean: formula 19.890, sampled 19.853
  shared mean: formula 2.817, sampled 2.886
  pair failure: formula 0.0650, sampled 0.0658
  p squared 0.0521, diagonal sampled 0.0522
wavelength 13.5 nm, dose 40 mJ/cm2
photon energy 91.84 eV
film 35 nm, absorption 5 per um
incident photons 27.18 per nm2
absorbed fraction 0.1605
image mean 0.3, image contrast 0.9
mean absorbed density 1.3093 per nm2
pitch 36 nm, capture radius 20 nm
array side 10000 contacts, 0.36 mm
disc mean mu 1765.2 photons
shared mean nu 55.93 photons
threshold fraction 0.87, k 1535 photons
shortfall 5.48 standard deviations
failure probability p 1.1513e-08
pair failure probability 3.5238e-16
pair probability / p squared 2.658
expected failures lambda 1.1513
b1 6.627e-08, b2 1.409e-07
mean failed neighbours b2/lambda 1.224e-07
Stein factor 0.5939
total-variation bound 1.231e-07
Poisson P(0) 0.3162
Poisson P(4 or more) 0.0297
dose slope dlnp/dlnmu -236.4
common dose error 0.3 percent rms
  mean count 1.4659, variance/mean 1.912
  P(0): mixed 0.3334, Poisson 0.2309
  distance mixed to Poisson 0.1445
  dose-averaged bound to mixed law 1.792e-07
random acid yield, mean 3 per photon
  p 5.721e-07, ratio to fixed yield 49.7
  lambda 57.21, bound 7.700e-06
bound with 24 coupled neighbours 6.991e-07
neighbour failure chance for a b2 term of 0.01:
  3.656e-03 per neighbour, given one failure
```
